Cooperative Formula Units Needed for a 40 k_BT Switching Barrier

**Problem**

In a simple model of a hafnia-like ferroelectric, each formula unit has two polar states separated by an energy barrier b = 80 meV.

(a) How many units must reverse together to give an energy barrier of at least 40 k_BT at T = 300 K?

(b) How strongly must they be coupled for their barriers to add, and what happens when the coupling is too weak?

(c) How does the count change with temperature, an opposing field, a ten-year retention target and thermal vibrations?

**Model**

Let s_i be the polar coordinate of unit i, with s_i = −1 and s_i = +1 in its two polar states. Its energy is the double well

f(s) = b(1 − s²)².

Differentiating twice gives

f′(s) = −4bs(1 − s²),

f″(s) = b(12s² − 4).

The wells at s = ±1 have zero energy and curvature 8b. The top at s = 0 has energy b and curvature −4b.

For N units the energy is

E = Σ_i b(1 − s_i²)² + ½ Σ_ij s_i L_ij s_j.

The matrix L is symmetric and the coupling energy is never negative. It vanishes only when all s_i are equal. Let K be the smallest eigenvalue of L for non-uniform displacements. Since s is dimensionless, K is an energy.

The barrier is the lowest maximum energy that a continuous path can have between the state with all s_i = −1 and the state with all s_i = +1.

**Solution (a): the count**

If all units move together, s_i = s, the coupling energy vanishes and

E = Nb(1 − s²)².

The maximum along this path is Nb, at s = 0. Provided that no easier path exists, the requirement is

Nb ≥ 40 k_BT,

and therefore

N ≥ 40 k_BT/b.

At 300 K the thermal energy is k_BT = 25.852 meV, so

40 k_BT = 1034.1 meV = 1.034 eV,

N ≥ 1034.1/80 = 12.93.

The smallest whole number is **N = 13**. Twelve units give 960 meV, or 37.13 k_BT, which is too little. Thirteen give 1040 meV, or 40.23 k_BT.

Before rounding, the count is inversely proportional to b. At the same temperature, a unit barrier of 70 meV gives 14.77, hence 15 units, while 90 meV gives 11.49, hence 12. "About 13" is thus as fine a statement as a rough value of b allows.

**Solution (b): when the barriers add**

The uniform path shows that the barrier cannot exceed Nb. To show that it can equal Nb, a lower bound valid for every path is needed.

The mean of the s_i starts at −1 and ends at +1, so by continuity every path passes through a configuration with Σs_i = 0. Such a configuration has no uniform part, and its coupling energy is at least (K/2)Σs_i². Expanding the double wells gives

E ≥ Σ b(1 − 2s_i² + s_i⁴) + (K/2)Σs_i²

= Nb + (K/2 − 2b)Σs_i² + bΣs_i⁴.

If K ≥ 4b, neither of the last two terms can be negative. Every path then reaches at least Nb, and the barrier equals Nb. For b = 80 meV the condition is

K ≥ 320 meV.

Below this threshold the barriers no longer add fully. Let v be a normalized non-uniform mode with eigenvalue K, and put s_i = m + av_i. Since Σv_i = 0 and Σv_i² = 1, the energy near m = a = 0 is

E = Nb − 2bNm² − (2b − K/2)a² + bΣ(m + av_i)⁴.

For K < 4b both quadratic terms lower the energy, and close enough to the origin they outweigh the quartic term. A path can follow the uniform route, leave it just before the top, go round the top on a small arc with a ≠ 0, and rejoin it on the other side. Its energy stays below Nb throughout.

Three units whose non-uniform modes all have the same eigenvalue K show how this works. Full addition would give 240 meV. For K = 240 meV = 3b, consider configurations with s₃ = −(s₁ + s₂), and let R = Σs_i². Direct expansion gives Σs_i⁴ = R²/2, so

E = 3b + (3b/2 − 2b)R + bR²/2

= 3b − bR/2 + bR²/2.

Setting the derivative with respect to R to zero gives R = 1/2, and the minimum is

E = 3b − b/8 = 2.875b = 230 meV.

Every path must cross this set of configurations, so the barrier is at least 230 meV. A numerical search for the lowest pass on an energy grid also gives 230.0 meV. In the uncoupled limit, K = 0, the search gives 80.0 meV: the units can reverse one after another, each returning to zero energy before the next one starts. With K = 352 meV, above the threshold, it gives 239.9 meV, in agreement with 3b apart from the finite grid step.

**A second case: a chain that switches by a wall**

The same 13 units can be arranged in an open chain with bond energy ½J(s_i − s_{i+1})². The softest non-uniform mode is

v_i ∝ cos[π(i − ½)/N].

In the interior, the chain matrix acts on this mode as

J(2v_i − v_{i−1} − v_{i+1}) = J[2 − 2cos(π/N)]v_i.

The cosine is symmetric about the points i = ½ and i = N + ½, so v₀ = v₁ and v_{N+1} = v_N. The end equations, which have one bond missing, are therefore satisfied too. Replacing π by kπ with k = 2, …, N − 1 gives the other non-uniform modes in the same way, and their eigenvalues J[2 − 2cos(kπ/N)] are larger. Hence

K = J[2 − 2cos(π/N)],

and coherent reversal requires

J ≥ 4b/[2 − 2cos(π/N)].

For N = 13 this is 5.51 eV. A long-wavelength distortion costs little in a chain, which is why the bonds must be so stiff.

Now take J = 640 meV, far below that value. Reversal can proceed by a wall that enters at one end and leaves at the other. If s varies slowly from site to site, the index can be treated as a continuous coordinate x, and the wall energy is

E_w = ∫ [½J(ds/dx)² + b(1 − s²)²] dx.

Apply A² + B² ≥ 2AB with A = √(J/2) ds/dx and B = √b(1 − s²). This gives

E_w ≥ √(2Jb) ∫ (1 − s²)(ds/dx) dx

= √(2Jb) ∫₋₁¹ (1 − s²) ds

= (4/3)√(2Jb).

Equality requires A = B, or ds/dx = √(2b/J)(1 − s²), whose solution is a hyperbolic tangent of width √(J/2b) = 2 sites. For the chosen values,

E_w = (4/3)√(2 × 640 × 80) meV = 426.7 meV = 16.50 k_BT.

On the discrete chain, the lowest energy found by minimization at zero mean is 423.0 meV. Sliding a tanh-shaped wall along the chain requires at most 423.2 meV. These two numbers bracket the barrier, and they are the same for 13 and 26 units.

Lengthening the chain cannot raise the barrier to 40 k_BT. The energy of the sliding wall is a sum of non-negative site and bond terms, and a finite chain contains only some of the terms of an infinite one. For this J no number of units is sufficient. The answer 13 belongs to coherent reversal, not to every group of 13 coupled units.

**Solution (c): changes in the working conditions**

Each change below is made separately, starting from the 300 K case. Unless stated otherwise, b is held at 80 meV and the coupling is assumed to satisfy K ≥ 4b.

*Temperature.* At 85 °C, or 358.15 K, 40 k_BT is 1234.5 meV. Dividing by 80 meV gives 15.4, so 16 units are needed. If b itself softens on heating, the unrounded count rises further, and below about 77 meV a 17th unit is needed.

*Opposing field.* Take as model inputs a formula-unit volume of 0.0335 nm³ and a polarization of 50 μC/cm². They are chosen for their order of magnitude, not as measured values. The dipole of one unit is

p = (0.50 C/m²)(0.0335 × 10⁻²⁷ m³) = 1.675 × 10⁻²⁹ C m.

In a field F = 1 MV/cm = 10⁸ V/m, pF = 10.45 meV. With the stored state at s = −1 and the field favouring s = +1, the unit energy becomes f(s) − pFs. To first order the well rises by pF and the top does not move in energy, so the barrier is b − pF = 69.55 meV. Solving for the shifted well and top gives 69.80 meV. The count is 1034.1/69.80 = 14.8, hence 15 units.

The condition K ≥ 4b remains sufficient. A linear term does not alter f″, which is nowhere below −4b. For K ≥ 4b the function f(s) − pFs + (K/2)(s − m)² is therefore convex, and at any given mean m the uniform configuration has the lowest energy. It is no longer exactly the threshold. The top moves to s_t = −0.033, and expanding about it with s_i = s_t + δ_i and Σδ_i = 0 leaves an excess of at least Σδ_i²[K/2 + b(6s_t² − 2) + 4bs_tδ_i + bδ_i²]. This cannot be negative when K ≥ 4b(1 − s_t²), or 319.7 meV, so the field relaxes the condition slightly. The applied field is used here as the local field, which is a simplification.

*Retention time.* The thermal weight of the barrier top contains exp(−B/k_BT), where B is the barrier. A rough waiting time is therefore

τ = τ₀ exp(B/k_BT),

where τ₀ is an attempt time. At B = 40 k_BT, τ₀ = 1 ps gives 2.72 days, whereas τ₀ = 1 ns gives 7.46 years. The phrase "40 thermal energies" does not fix a retention time until τ₀ is known. For ten years with τ₀ = 1 ps,

B/k_BT = ln(10 years/1 ps) = 47.20,

N ≥ 47.20 × 25.852/80 = 15.25,

so 16 units are needed for this one group if B is the bare energy barrier. Since τ is a mean waiting time, about 9 % of such 16-unit groups would still have switched after ten years. If B is instead the free-energy barrier of the next paragraph with K = 640 meV, the count is 19. An array containing many such groups would need a stricter target to keep all of them unswitched.

*Thermal vibrations.* The value Nb is an energy barrier. The free-energy barrier also depends on how much room the non-uniform vibrations have at the top and in the well. Let all N − 1 of these modes have the same coupling eigenvalue K. Their curvature is K − 4b at the top and K + 8b in the well. A classical mode of curvature k contributes a Gaussian integral √(2πk_BT/k), so the ratio of the partition function at the top to that in the well is

exp(−Nb/k_BT) [(K + 8b)/(K − 4b)]^((N−1)/2).

Taking −k_BT times the logarithm gives the free-energy barrier in the harmonic approximation:

ΔF = Nb − k_BT[(N − 1)/2] ln[(K + 8b)/(K − 4b)].

This form requires K > 4b. Close to the threshold the top modes become so soft that the harmonic approximation fails.

For K = 640 meV the curvature ratio is 1280/320 = 4. Thirteen units lose 6 ln 4 = 8.32 k_BT, leaving 31.91 k_BT. Numerical integration with the full double wells gives 32.58 k_BT, or 842 meV. The difference is the anharmonic contribution. To reach a free-energy barrier of 40 k_BT at this K, 17 units are needed, but only just: 16 units give 39.96 k_BT. For the stiffer coupling K = 3200 meV, 13 units have 38.52 k_BT and 14 suffice. Coupling strong enough to make the energies add can thus still leave a sizeable thermal reduction.

*Quantum motion.* For an oscillator of angular frequency ω, let y = ħω/k_BT. The ratio of its quantum to its classical partition function is (y/2)/sinh(y/2), whose logarithm is −y²/24 to leading order. For each of the N modes, the curvature in the well exceeds that at the top by 12b. For the uniform mode this is 8b − (−4b). Define ω_b by

ω_b² = 4b/(Mu²),

where M is the moving mass per unit and u is the displacement from s = 0 to s = 1. A curvature difference of 12b is then a difference of 3ω_b² in squared frequency. Quantum motion lowers the effective barrier, in units of k_BT, by about

N(3y_b²)/24 = Ny_b²/8, with y_b = ħω_b/k_BT.

Take M as one oxygen mass, and take u from the dipole with a formal charge of 2e:

u = p/(2e) = 0.0523 nm.

The scale ħω_b/(2πk_B) is then 32.3 K, so y_b = 2π × 32.3/300 = 0.68 and the estimate is 0.74 k_BT. The full harmonic expressions with K = 640 meV give 0.73 k_BT. Both values are harmonic. With the curvature b(12s² − 4) averaged thermally over the full double wells, ⟨s²⟩ is 0.96 in the well and 0.06 at the top, and the leading-order estimate falls to 0.67 k_BT. Strictly this is a correction to a free-energy barrier; added to the two free-energy cases above, it leaves their counts at 17 and 14. This is small beside 40, but 13 units exceed the target by only 0.23 k_BT, so this reduction alone would raise the count to 14.

**A few cases**

| Case | Units needed |
|---|---:|
| Energy barrier, 300 K | 13 |
| Energy barrier, 85 °C | 16 |
| Opposing field, 1 MV/cm | 15 |
| Ten years, τ₀ = 1 ps | 16 |
| Free energy, K = 640 meV | 17 |
| Free energy, K = 3200 meV | 14 |
| Chain, J = 640 meV | none suffices |

The rows are separate changes, not cumulative ones. The two free-energy rows include classical vibrations but no quantum correction.

**Comparison with hafnia films**

Thirteen units occupy 13 × 0.0335 = 0.435 nm³, the volume of a cube with an edge of 0.76 nm. A cubic grain with an edge of 10 nm would contain about 30 000 units, far more than 13. The polarization and field used here are of a realistic order for ferroelectric hafnia films, but the coherent model does not reproduce their switching field. The steepest slope of f is 8b/(3√3) = 123 meV, so the barrier vanishes only at F = 123 meV/p = 11.8 MV/cm, whereas films typically switch at about 1 to 2 MV/cm. Electrostatics is also left out: an unscreened depolarizing field P/(ε₀ε) with ε ≈ 30 would be about 19 MV/cm, well above the applied field considered here. The unit barrier is less certain, because it depends on the switching path, the strain and the method of calculation; K and J are chosen model values. Coherent reversal is an assumption that can fail in a device: defects, interfaces and weakly coupled regions can let a small part switch first and a wall do the rest. In the chain example this lowers the barrier of 13 units from 40.2 to about 16.4 k_BT. That figure illustrates the size of the effect and is not a prediction for a film, where the cost of a wall also depends on its area and orientation. The count of 13 should therefore be read as the minimum number of 80 meV barriers that can add up to 40 k_BT at 300 K, not as the size of a switching nucleus. The numerical output lists the values behind these estimates.

Calculated quantities

```
Barrier per formula unit: 80.0 meV
Temperature: 300.0 K
Thermal energy: 25.852 meV
Required barrier, 40 kT: 1034.1 meV
Required barrier, 40 kT: 1.034 eV
Unrounded number of units: 12.926
Smallest whole number of units: 13
Barrier of 12 units: 960.0 meV
Barrier of 12 units over kT: 37.13
Barrier of 13 units: 1040.0 meV
Barrier of 13 units over kT: 40.23
Unrounded count if unit barrier is 70 meV: 14.77
Unrounded count if unit barrier is 90 meV: 11.49
Coherence threshold for K: 320.0 meV
Three-unit grid barrier at K=0 meV: 80.0 meV
Three-unit grid barrier at K=240 meV: 230.0 meV
Three-unit grid barrier at K=352 meV: 239.9 meV
Chain J needed for coherent reversal: 5.51 eV
Chain J in wall example: 640.0 meV
Wall barrier from continuum formula: 426.7 meV
Wall barrier over kT: 16.50
Wall barrier bounds, 13-unit chain: 423.0 to 423.2 meV
Wall barrier bounds, 26-unit chain: 423.0 to 423.2 meV
Formula-unit volume (rough input): 0.0335 nm^3
Cooperative volume: 0.435 nm^3
Edge of equal-volume cube: 0.758 nm
Waiting time at 40 kT, attempt time 1 ps: 2.72 days
Waiting time at 40 kT, attempt time 1 ns: 7.46 years
Barrier over kT for 10 years at 1 ps: 47.20
Units for 10 years at 1 ps: 16
Hot operating temperature: 358.15 K
40 kT at hot temperature: 1234.5 meV
Units at hot temperature: 16
Polarization (rough input): 50.0 uC/cm2
Opposing field: 1.0 MV/cm
Dipole energy per unit in field: 10.45 meV
Unit barrier in field: 69.80 meV
Units needed in field: 15
Free-energy barrier of 13 units, K=640 meV: 842.2 meV
Same free-energy barrier over kT, K=640 meV: 32.58
Units for 40 kT free-energy barrier, K=640 meV: 17
Free-energy barrier of 13 units, K=3200 meV: 995.9 meV
Same free-energy barrier over kT, K=3200 meV: 38.52
Units for 40 kT free-energy barrier, K=3200 meV: 14
Harmonic softening at K=640 meV: 8.32 kT
Inferred oxygen displacement: 0.0523 nm
Tunnelling crossover temperature: 32.3 K
Quantum reduction of effective barrier: 0.73 kT
```
